# Electron capacity of a surface flat band in thick ABC graphite: a program that tests the result

```python
"""
Result under test: one surface flat band of thick ABC graphite holds
    n_full = gamma1^2 / (pi hbar^2 v^2)
electrons per area, counting two spins and two valleys.
gamma1: vertical interlayer hopping; v: in-plane Dirac velocity;
k: momentum from the valley centre; x = hbar v k / gamma1;
p = x exp(i phi); r3, r4: velocity ratios of the skew interlayer hoppings
(r3 joins opposite sublattices, r4 joins equal sublattices).
Slab energies are in units of gamma1 unless a name ends in _eV.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

# Inputs: the last five material values are rough typical ones.
gamma1_eV = 0.38
velocity = 1.0e6
lattice_nm = 0.246
spacing_nm = 0.335
r3 = 0.10
r4 = 0.05
oxide_permittivity = 3.9
layers = 12
temperature = 300.0

hbar_v = const.hbar * velocity / const.e * 1e9       # eV nm
k_c = gamma1_eV / hbar_v                           # 1/nm
disc_area = np.pi * k_c**2                         # 1/nm^2
n_full = gamma1_eV**2 / (np.pi * hbar_v**2)        # 1/nm^2
to_cm2 = 1e14


def slab(number, p, skew3=0.0, skew4=0.0):
    """Hamiltonian of an ABC slab, ordered A1, B1, A2, B2, ..."""
    h = np.zeros((2 * number, 2 * number), complex)
    for j in range(number):
        a, b = 2 * j, 2 * j + 1
        h[a, b] = np.conj(p)
        if j < number - 1:
            h[b, a + 2] = 1.0
            h[a, a + 2] = -skew4 * np.conj(p)
            h[b, b + 2] = -skew4 * np.conj(p)
            h[a, b + 2] = skew3 * p
    return h + h.conj().T


# Bulk gap edge: minimum over vertical momentum against |1-x|.
q_grid = np.linspace(0, 2 * np.pi, 4001)
for x in (0.3, 0.8, 1.2):
    bulk_min = np.min(np.abs(np.exp(1j * q_grid) + x))
    assert abs(bulk_min - abs(1 - x)) < 1e-6

# Count in-gap slab states on a Cartesian momentum grid.
grid_size = 80
dk = 1.2 * k_c / grid_size
k_axis = (np.arange(grid_size) + 0.5) * dk
points = (k_axis[:, None] + 1j * k_axis[None, :]).ravel() * hbar_v / gamma1_eV
energies = np.linalg.eigvalsh(np.array([slab(layers, p) for p in points]))
edges = np.abs(1 - np.abs(points))
in_gap = np.sum(np.abs(energies) < edges[:, None], axis=1)
assert set(in_gap.tolist()) == {0, 2}
below = np.sum(energies <= -edges[:, None], axis=1)
assert np.all(below[in_gap == 2] == layers - 1)
# Four quadrants, fourfold degeneracy, two surfaces.
n_counted = 4 * 4 * np.sum(in_gap) / 2 * dk**2 / (2 * np.pi)**2
finite_factor = (layers / (layers + 1))**2
# Tolerance covers the grid cells cut by the disc boundary.
assert abs(n_counted / (n_full * finite_factor) - 1) < 0.015


# Momentum cutoff of a finite slab.
def edge_difference(x, number):
    return np.min(np.abs(np.linalg.eigvalsh(slab(number, x)))) - (1 - x)


cutoffs = {}
for number in (5, layers, 30):
    cutoffs[number] = brentq(edge_difference, 0.6, 0.99, args=(number,))
    assert abs(cutoffs[number] - number / (number + 1)) < 1e-6

# Leading splitting of the two surface states.
x_half = 0.5
splitting_exact = np.min(np.abs(np.linalg.eigvalsh(slab(layers, x_half))))
splitting_formula = x_half**layers * (1 - x_half**2)
assert abs(splitting_exact / splitting_formula - 1) < 1e-4

# Layer shares, averaged over the disc, from slab eigenvectors.
thick = 60
radii = (np.arange(160) + 0.5) / 160
shares = np.zeros(thick)
for x in radii:
    e, vectors = np.linalg.eigh(slab(thick, x))
    chosen = np.argsort(np.abs(e))[:2]
    if np.max(np.abs(e[chosen])) < 1 - x:
        # Summed A weight of the pair is the state of one surface.
        shares += 2 * x / 160 * np.sum(np.abs(vectors[0::2, chosen])**2, axis=1)
for n in (1, 2, 3):
    # Tolerance covers finite thickness near the disc boundary.
    assert abs(shares[n - 1] - 1 / (n * (n + 1))) < 3e-3

# Full honeycomb dispersion: area around one valley.
gamma0_eV = 2 * hbar_v / (np.sqrt(3) * lattice_nm)
bond = lattice_nm / np.sqrt(3)
bond_angles = np.pi / 2 + 2 * np.pi * np.arange(3) / 3
bonds = bond * np.column_stack((np.cos(bond_angles), np.sin(bond_angles)))
valley = np.array([4 * np.pi / (3 * lattice_nm), 0.0])


def lattice_excess(k, phi):
    momentum = valley + k * np.array([np.cos(phi), np.sin(phi)])
    return gamma0_eV * abs(np.sum(np.exp(1j * bonds @ momentum))) - gamma1_eV


angles = 2 * np.pi * np.arange(120) / 120
lattice_radii = np.array([brentq(lattice_excess, 0.5 * k_c, 1.5 * k_c, args=(f,))
                          for f in angles])
lattice_ratio = np.mean(lattice_radii**2) / k_c**2
assert abs(lattice_ratio - 1) < 0.01
# Whole-zone mesh finds both valleys without being told of them.
mesh = 2 * np.pi * (np.arange(2000) + 0.5) / 2000
phase = np.exp(1j * mesh)
structure = np.abs(1 + phase[:, None] + phase[None, :])
cell_area = np.sqrt(3) / 2 * lattice_nm**2
n_zone = 2 * np.mean(gamma0_eV * structure < gamma1_eV) / cell_area
# Tolerance covers mesh cells cut by the two boundaries.
assert abs(n_zone / (n_full * lattice_ratio) - 1) < 0.01


# Trigonal distortion: both decay factors must lie inside the unit circle.
def root_excess(x, phi, skew):
    p = x * np.exp(1j * phi)
    return np.max(np.abs(np.roots([1, p, skew * np.conj(p)]))) - 1


def warped_radii(skew):
    return np.array([brentq(root_excess, 0.3, 2.5, args=(f, skew)) for f in angles])


def warped_area_formula(skew):
    return (1 - 2 * skew**2) / (1 - skew**2)**2


for skew in (r3, 0.3):
    assert abs(np.mean(warped_radii(skew)**2) - warped_area_formula(skew)) < 1e-6
warped = warped_radii(r3)
warped_ratio = np.mean(warped**2)
# The slab itself must show the distorted boundary.
for phi in (0.0, np.pi / 3):
    boundary = brentq(root_excess, 0.3, 2.5, args=(phi, r3))
    inside = slab(80, 0.9 * boundary * np.exp(1j * phi), skew3=r3)
    outside = slab(80, 1.1 * boundary * np.exp(1j * phi), skew3=r3)
    assert np.min(np.abs(np.linalg.eigvalsh(inside))) < 2e-3
    assert np.min(np.abs(np.linalg.eigvalsh(outside))) > 0.03

# Equal-sublattice hopping: band energy and unchanged momentum range.
e4 = np.linalg.eigvalsh(slab(80, x_half, skew4=r4))
surface_energy = np.mean(e4[np.argsort(np.abs(e4))[:2]])
surface_formula = 2 * r4 * x_half**2
assert abs(surface_energy / surface_formula - 1) < 0.02
for x, expected in ((0.9, 2), (1.1, 0)):
    shift = -2 * r4 * x * np.cos(q_grid)
    size = np.abs(np.exp(1j * q_grid) + x)
    lower, upper = np.max(shift - size), np.min(shift + size)
    e = np.linalg.eigvalsh(slab(80, x, skew4=r4))
    assert np.sum((e > lower) & (e < upper)) == expected
bandwidth_eV = 2 * r4 * gamma1_eV

# Temperature and gate estimates.
thermal_eV = const.k * temperature / const.e
thermal_fraction = 1 - (1 - thermal_eV / gamma1_eV)**2
sheet_charge = const.e * n_full * 1e18 / 2           # C/m^2
vacuum_field = sheet_charge / const.epsilon_0      # V/m
oxide_field = vacuum_field / oxide_permittivity
# Half of the added charge lies below the top layer.
layer_step_eV = vacuum_field * 0.5 * spacing_nm * 1e-9

print(f"Interlayer hopping: {gamma1_eV:.2f} eV")
print(f"Dirac velocity: {velocity:.1e} m/s")
print(f"hbar times velocity: {hbar_v:.4f} eV nm")
print(f"Disc radius: {k_c:.4f} 1/nm")
print(f"Disc area: {disc_area:.4f} 1/nm^2")
print(f"Full capacity: {n_full:.4f} 1/nm^2")
print(f"Full capacity: {n_full * to_cm2:.3e} 1/cm^2")
print(f"Half capacity, from neutrality: {n_full * to_cm2 / 2:.3e} 1/cm^2")
print(f"Capacity for 10 % larger hopping: {1.1**2 * n_full * to_cm2:.3e} 1/cm^2")
print(f"Slab thickness in example: {layers} layers")
print(f"Slab cutoff x, diagonalization: {cutoffs[layers]:.5f} (no unit)")
print(f"Slab capacity factor, formula: {finite_factor:.4f} (no unit)")
print(f"Slab capacity, formula: {n_full * finite_factor * to_cm2:.3e} 1/cm^2")
print(f"Slab capacity, state count: {n_counted * to_cm2:.3e} 1/cm^2")
print(f"Surface energy at x=0.5, slab: {splitting_exact * gamma1_eV:.4e} eV")
print(f"Surface energy at x=0.5, formula: {splitting_formula * gamma1_eV:.4e} eV")
for n in (1, 2, 3):
    print(f"Capacity share in layer {n}, 60-layer slab: {shares[n - 1]:.4f} (no unit)")
print(f"Lattice constant, rough: {lattice_nm:.3f} nm")
print(f"In-plane hopping from velocity: {gamma0_eV:.3f} eV")
print(f"Lattice/Dirac disc area ratio: {lattice_ratio:.5f} (no unit)")
print(f"Capacity from whole-zone mesh: {n_zone * to_cm2:.3e} 1/cm^2")
print(f"Skew velocity ratio r, rough: {r3:.2f} (no unit)")
print(f"Distorted radius, smallest: {np.min(warped) * k_c:.4f} 1/nm")
print(f"Distorted radius, largest: {np.max(warped) * k_c:.4f} 1/nm")
print(f"Distorted/circular area ratio: {warped_ratio:.6f} (no unit)")
print(f"Equal-sublattice ratio r4, rough: {r4:.2f} (no unit)")
print(f"r4 band energy at x=0.5, slab: {surface_energy * gamma1_eV:.5f} eV")
print(f"r4 band energy at x=0.5, formula: {surface_formula * gamma1_eV:.5f} eV")
print(f"r4 bandwidth to disc edge: {bandwidth_eV:.4f} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy: {thermal_eV:.4f} eV")
print(f"Disc share with bulk edge within kT: {thermal_fraction:.3f} (no unit)")
print(f"Oxide relative permittivity, rough: {oxide_permittivity:.1f} (no unit)")
print(f"Sheet charge for half capacity: {sheet_charge * 100:.3f} uC/cm^2")
print(f"Gate field in oxide: {oxide_field / 1e8:.2f} MV/cm")
print(f"Layer spacing, rough: {spacing_nm:.3f} nm")
print(f"Unscreened step, layers 1 to 2: {layer_step_eV:.3f} eV")
print(f"Step divided by interlayer hopping: {layer_step_eV / gamma1_eV:.3f} (no unit)")
print("no test failed")
```

Running it gives:

```
Interlayer hopping: 0.38 eV
Dirac velocity: 1.0e+06 m/s
hbar times velocity: 0.6582 eV nm
Disc radius: 0.5773 1/nm
Disc area: 1.0471 1/nm^2
Full capacity: 0.1061 1/nm^2
Full capacity: 1.061e+13 1/cm^2
Half capacity, from neutrality: 5.305e+12 1/cm^2
Capacity for 10 % larger hopping: 1.284e+13 1/cm^2
Slab thickness in example: 12 layers
Slab cutoff x, diagonalization: 0.92308 (no unit)
Slab capacity factor, formula: 0.8521 (no unit)
Slab capacity, formula: 9.040e+12 1/cm^2
Slab capacity, state count: 9.039e+12 1/cm^2
Surface energy at x=0.5, slab: 6.9580e-05 eV
Surface energy at x=0.5, formula: 6.9580e-05 eV
Capacity share in layer 1, 60-layer slab: 0.4997 (no unit)
Capacity share in layer 2, 60-layer slab: 0.1664 (no unit)
Capacity share in layer 3, 60-layer slab: 0.0831 (no unit)
Lattice constant, rough: 0.246 nm
In-plane hopping from velocity: 3.090 eV
Lattice/Dirac disc area ratio: 1.00254 (no unit)
Capacity from whole-zone mesh: 1.063e+13 1/cm^2
Skew velocity ratio r, rough: 0.10 (no unit)
Distorted radius, smallest: 0.5248 1/nm
Distorted radius, largest: 0.6415 1/nm
Distorted/circular area ratio: 0.999898 (no unit)
Equal-sublattice ratio r4, rough: 0.05 (no unit)
r4 band energy at x=0.5, slab: 0.00950 eV
r4 band energy at x=0.5, formula: 0.00950 eV
r4 bandwidth to disc edge: 0.0380 eV
Temperature: 300 K
Thermal energy: 0.0259 eV
Disc share with bulk edge within kT: 0.131 (no unit)
Oxide relative permittivity, rough: 3.9 (no unit)
Sheet charge for half capacity: 0.850 uC/cm^2
Gate field in oxide: 2.46 MV/cm
Layer spacing, rough: 0.335 nm
Unscreened step, layers 1 to 2: 0.161 eV
Step divided by interlayer hopping: 0.423 (no unit)
no test failed
```
